# Orientation and the sign of the triple-dipole energy of linear molecules

Three identical rod-like model molecules sit at the corners of an equilateral triangle of side $10\,a_0$. With their axes pointing away from the centre of the triangle, their triple-dipole dispersion energy is $+2.15$ microhartree. With each axis turned by $90^\circ$ in the plane, so that the rods lie along the circle through the corners, it is $-0.44$ microhartree. No centre has moved. For isotropic molecules the centres alone fix the sign, and on this triangle it is positive. The reversal must therefore come from the tensor character of the polarizabilities.

## The third-order energy

The molecules have non-degenerate ground states and do not overlap. Retardation, permanent multipoles and induced multipoles beyond the dipole are left out. Polarizabilities are volumes, as in atomic units. A dipole $\mathbf p_j$ produces at centre $i$ the field $T_{ij}\mathbf p_j$, with

$$T_{ij}=\frac{3\,\mathbf n_{ij}\mathbf n_{ij}-1}{r_{ij}^3},\qquad T_{ii}=0, \tag{1}$$

where $\mathbf n_{ij}$ is the unit vector from $i$ to $j$. The interaction energy of two dipoles is $-\mathbf p_i\cdot T_{ij}\mathbf p_j$.

First let each molecule be a set of harmonic oscillators along its principal axes, with mass-weighted coordinates $q$, frequency matrix $\Omega$ and dipole $\mathbf p=Sq$, where $S$ is diagonal in the same axes. A field $\mathbf F$ of imaginary frequency $i\xi$ gives $(\Omega^2+\xi^2)q=S\mathbf F$, so

$$\alpha(i\xi)=S(\Omega^2+\xi^2)^{-1}S .$$

The squared frequencies $\omega_k^2$ of the coupled modes are the eigenvalues of $\Omega^2-STS$. With $\omega_{k0}$ for the uncoupled frequencies,

$$\prod_k\frac{\omega_k^2+\xi^2}{\omega_{k0}^2+\xi^2}
=\det\!\left[1-(\Omega^2+\xi^2)^{-1}STS\right]=\det(1-\alpha T), \tag{2}$$

because $\det(1-XY)=\det(1-YX)$ allows the last $S$ to be moved to the front. Since $\int_0^\infty\ln[(a^2+\xi^2)/(b^2+\xi^2)]\,d\xi=\pi(a-b)$, the change of zero-point energy is

$$E=\frac{\hbar}{2}\sum_k(\omega_k-\omega_{k0})=\frac{\hbar}{2\pi}\int_0^\infty d\xi\;\mathrm{Tr}\ln(1-\alpha T). \tag{3}$$

The cubic term of the logarithm is $-\tfrac13\mathrm{Tr}(\alpha T)^3$. Because $T_{ii}=0$, a closed walk of three steps must visit all three centres. There are six such walks: three starting points and two directions. The starting points give equal traces by cyclic invariance, and the directions do so by transposition, since $\alpha$ and $T$ are symmetric. The factor is $(\hbar/2\pi)(-1/3)(6)=-\hbar/\pi$, and

$$E_3=-\frac{\hbar}{\pi}\int_0^\infty d\xi\;\mathrm{Tr}\left[\alpha_1T_{12}\,\alpha_2T_{23}\,\alpha_3T_{31}\right]. \tag{4}$$

This holds beyond oscillators. In third-order perturbation theory the product $V_{12}V_{23}V_{31}$ contains each molecule's dipole operator twice. Each molecule is excited once and returns to its ground state, so the energy is a sum over triples of transitions, one in each molecule. A triple contributes exactly what three oscillators with the same transition moments and excitation energies would. Each $\alpha_i(i\xi)$ is likewise a sum over the transitions of molecule $i$, and (4) is linear in each $\alpha_i$, so the sum over triples is again (4). A product such as $V_{12}V_{12}V_{23}$ contains molecule 3 once and vanishes without a permanent dipole.

## Isotropic molecules

For scalar $\alpha_i$, write $\mathbf a,\mathbf b,\mathbf c$ for $\mathbf n_{12},\mathbf n_{23},\mathbf n_{31}$. Multiplying out the three factors gives

$$\mathrm{Tr}[(3\mathbf{aa}-1)(3\mathbf{bb}-1)(3\mathbf{cc}-1)]
=27(\mathbf a\!\cdot\!\mathbf b)(\mathbf b\!\cdot\!\mathbf c)(\mathbf c\!\cdot\!\mathbf a)-9[(\mathbf a\!\cdot\!\mathbf b)^2+(\mathbf b\!\cdot\!\mathbf c)^2+(\mathbf c\!\cdot\!\mathbf a)^2]+9-3 .$$

Successive edges, followed round the triangle, have scalar product minus the cosine of the interior angle between them. Let $P=\cos\theta_1\cos\theta_2\cos\theta_3$. The angles add to $\pi$, so the squared cosines add to $1-2P$. The trace is $-27P-9(1-2P)+6=-3(1+3P)$, and (4) becomes the Axilrod–Teller–Muto energy

$$E_3=C_9\,\frac{1+3\cos\theta_1\cos\theta_2\cos\theta_3}{r_{12}^3r_{23}^3r_{31}^3},\qquad C_9=\frac{3\hbar}{\pi}\int_0^\infty\alpha_1\alpha_2\alpha_3\,d\xi . \tag{5}$$

For an equilateral triangle the numerator is $1+3/8=11/8$.

## Stogryn's form for linear molecules

A linear molecule with axis $\mathbf u$ has

$$\alpha=\alpha_\perp 1+\Delta\,\mathbf{uu}=\bar\alpha\,[(1-\kappa)1+3\kappa\,\mathbf{uu}],\quad
\Delta=\alpha_\parallel-\alpha_\perp,\quad \bar\alpha=\frac{\alpha_\parallel+2\alpha_\perp}{3},\quad \kappa=\frac{\Delta}{3\bar\alpha}. \tag{6}$$

Suppose that $\alpha_\parallel$ and $\alpha_\perp$ of each molecule have the same frequency dependence. Then $\kappa_i$ is constant and leaves the integral. Inserting (6) in (4), with $\lambda_i=1-\kappa_i$ and $C_9$ formed from the mean polarizabilities, gives eight terms:

$$\begin{aligned}
E_3=-\frac{C_9}{3}\Big\{&\lambda_1\lambda_2\lambda_3\,\mathrm{Tr}[T_{12}T_{23}T_{31}]\\
&+3\big[\kappa_1\lambda_2\lambda_3\,\mathbf u_1T_{12}T_{23}T_{31}\mathbf u_1+\kappa_2\lambda_3\lambda_1\,\mathbf u_2T_{23}T_{31}T_{12}\mathbf u_2+\kappa_3\lambda_1\lambda_2\,\mathbf u_3T_{31}T_{12}T_{23}\mathbf u_3\big]\\
&+9\big[\kappa_1\kappa_2\lambda_3(\mathbf u_1T_{12}\mathbf u_2)(\mathbf u_2T_{23}T_{31}\mathbf u_1)+\kappa_2\kappa_3\lambda_1(\mathbf u_2T_{23}\mathbf u_3)(\mathbf u_3T_{31}T_{12}\mathbf u_2)\\
&\qquad+\kappa_3\kappa_1\lambda_2(\mathbf u_3T_{31}\mathbf u_1)(\mathbf u_1T_{12}T_{23}\mathbf u_3)\big]\\
&+27\,\kappa_1\kappa_2\kappa_3(\mathbf u_1T_{12}\mathbf u_2)(\mathbf u_2T_{23}\mathbf u_3)(\mathbf u_3T_{31}\mathbf u_1)\Big\}.
\end{aligned} \tag{7}$$

Each dyad $\mathbf{uu}$ cuts the trace open at its molecule; three dyads leave a product of three numbers. If the two components depend differently on frequency, the same expansion is made inside the integral (4).

The energy is linear in each $\mathbf u_i\mathbf u_i$. An average over independent, uniform orientations replaces each dyad by $1/3$ and each $\alpha_i$ by $\bar\alpha_i$, which restores (5). On an equilateral triangle this average is positive, so a negative energy needs particular orientations.

## Turning the axes on an equilateral triangle

Take identical molecules and side $R$. At each corner use unit vectors $\mathbf r$ (outward), $\mathbf t$ (tangential, anticlockwise) and $\mathbf n$ (normal to the plane). With corner 1 at angle $0$ and corner 2 at $120^\circ$,

$$\mathbf r_1=(1,0),\quad \mathbf t_1=(0,1),\quad \mathbf r_2=\left(-\tfrac12,\tfrac{\sqrt3}2\right),\quad \mathbf t_2=\left(-\tfrac{\sqrt3}2,-\tfrac12\right),\quad \mathbf n_{12}=\left(-\tfrac{\sqrt3}2,\tfrac12\right).$$

The projections on $\mathbf n_{12}$ are $-\sqrt3/2$ and $1/2$ for $\mathbf r_1,\mathbf t_1$, and $\sqrt3/2$ and $1/2$ for $\mathbf r_2,\mathbf t_2$. The elements of $M=R^3T_{12}$, with the left index at corner 1 and the right index at corner 2, are therefore

$$\begin{aligned}
M_{rr}&=-\tfrac94+\tfrac12=-\tfrac74, & M_{tt}&=\tfrac34+\tfrac12=\tfrac54, & M_{nn}&=-1,\\
M_{rt}&=-\tfrac{3\sqrt3}4+\tfrac{\sqrt3}2=-\tfrac{\sqrt3}4, & M_{tr}&=\tfrac{3\sqrt3}4-\tfrac{\sqrt3}2=\tfrac{\sqrt3}4 .
\end{aligned} \tag{8}$$

A rotation by $120^\circ$ carries each step of the loop into the next, so all three steps have this same $M$. If the polarizability $A$ is also the same in the three local frames, the trace in (4) is $\mathrm{Tr}[(AM)^3]/R^9$.

Let every axis be $\mathbf u=\mathbf r\cos\chi+\mathbf t\sin\chi$. The in-plane block of $AM$ has determinant

$$\det A\,\det M=\alpha_\parallel\alpha_\perp\left(-\tfrac{35}{16}+\tfrac3{16}\right)=-2\alpha_\parallel\alpha_\perp .$$

In its trace the off-diagonal elements of $M$ cancel, because $M_{rt}=-M_{tr}$:

$$s=-\frac{\alpha_\perp}2+\Delta\left(-\tfrac74\cos^2\chi+\tfrac54\sin^2\chi\right)
=-\frac{\alpha_\perp}2-\Delta\left(\tfrac14+\tfrac32\cos2\chi\right). \tag{9}$$

For a $2\times2$ matrix with trace $s$ and determinant $D$, the cubes of the eigenvalues add to $s^3-3sD$, here $s^3+6s\alpha_\parallel\alpha_\perp$. The normal direction adds $(-\alpha_\perp)^3$. Equation (4) becomes

$$E_3R^9=\frac{\hbar}{\pi}\int_0^\infty d\xi\left[\alpha_\perp^3-s^3-6s\,\alpha_\parallel\alpha_\perp\right]. \tag{10}$$

Let $\Delta>0$ at all $\xi$. The bracket falls as $s$ grows, since its derivative is $-3s^2-6\alpha_\parallel\alpha_\perp$. In turn $s$ grows with $\chi$, since $ds/d\chi=3\Delta\sin2\chi>0$ between $0$ and $90^\circ$. At $\chi=0$, $s$ is negative and the energy positive. The energy thus falls steadily from the radial to the tangential arrangement, and it crosses zero once if, and only if, the tangential energy is negative.

## How much anisotropy is needed

Put $p=\alpha_\parallel/\alpha_\perp$ at a given $\xi$. For tangential axes $s=\alpha_\perp(5p-7)/4$, and the bracket in (10), divided by $\alpha_\perp^3$, is

$$\begin{aligned}
B_t&=\frac{64-(5p-7)^3-96p(5p-7)}{64}\\
&=\frac{407-63p+45p^2-125p^3}{64}. 
\end{aligned}\tag{11}$$

For radial axes $s=\alpha_\perp(5-7p)/4$, and likewise

$$B_r=\frac{64-(5-7p)^3-96p(5-7p)}{64}=\frac{343p^3-63p^2+45p-61}{64}. \tag{12}$$

For axes along $\mathbf n$, the in-plane block has $s=-\alpha_\perp/2$ and $D=-2\alpha_\perp^2$. Its cubes add to $-(1/8+3)\alpha_\perp^3$, while the normal direction gives $-\alpha_\parallel^3$. Hence

$$B_n=p^3+\tfrac{25}8 . \tag{13}$$

At $p=1$ all three equal $33/8$, which reproduces (5).

The numerator of $B_t$ has derivative $-63+90p-375p^2$, whose discriminant is negative, so $B_t$ falls for all $p$ and has one root. Numerically it is $p_c=1.489$, or $\kappa_c=(p_c-1)/(p_c+2)=0.140$. With a common frequency dependence, tangential rods have negative $E_3$ when $p>p_c$. This threshold belongs to this triangle and this arrangement.

In the limit of needles, $p\to\infty$, only the last term of (7) survives: $B_t\to-(5/4)^3p^3$, $B_r\to(7/4)^3p^3$ and $B_n\to p^3$. The sign can then be read from the modes. Let each needle be one oscillator of frequency $\omega$, and let $g=\alpha_\parallel M_{uu}/R^3$ be the coupling between neighbours. The squared mode frequencies are $\omega^2(1-x)$ with $x=2g,-g,-g$. In

$$\frac{\hbar\omega}2\sum\sqrt{1-x}=\frac{\hbar\omega}2\sum\left(1-\frac x2-\frac{x^2}8-\frac{x^3}{16}-\dots\right)$$

the linear terms cancel. The quadratic sum $6g^2$ gives the leading pair energy, $-\tfrac38\hbar\omega g^2$, which ignores the sign of $g$. The cubic sum $6g^3$ gives $E_3=-\tfrac3{16}\hbar\omega g^3$. Tangential needles stand head to tail, so $g>0$: the mode in which all three dipoles run round the ring together is softened, its squared frequency falling by the fraction $2g$, and the cubic energy is negative. Radial and normal needles have $g<0$; their in-phase mode is stiffened, and the cubic energy is positive. For finite $p$ the transverse response opposes the tangential sign reversal, which is why a threshold exists.

## Numbers for a model rod

Take $\alpha_\parallel=18\,a_0^3$ and $\alpha_\perp=8\,a_0^3$ at zero frequency, each component being one oscillator with $\alpha(i\xi)=\alpha w^2/(w^2+\xi^2)$, where $w_\parallel=0.4$ and $w_\perp=0.6$ hartree and $\hbar=1$. Both products $\alpha w^2$ equal $2.88$, so the two directions carry equal oscillator strength and $\Delta>0$ at all $\xi$.

The frequency integrals follow from $\frac1\pi\int_0^\infty d\xi/(a^2+\xi^2)=1/(2a)$. Partial fractions give $1/[2ab(a+b)]$ for two such denominators. Applying them once more for three, and restoring the numerators,

$$J_{abc}=\frac1\pi\int_0^\infty\!\frac{a^2b^2c^2\,d\xi}{(a^2+\xi^2)(b^2+\xi^2)(c^2+\xi^2)}=\frac{abc\,(a+b+c)}{2(a+b)(b+c)(c+a)}. \tag{14}$$

This yields $0.0750$, $0.0840$, $0.0960$ and $0.1125$ hartree for three, two, one and no parallel factors. Multiplied by the static polarizabilities, the four cubic products are

$$18^3(0.0750)=437.4,\quad 18^2\,8\,(0.0840)=217.7,\quad 18\cdot8^2(0.0960)=110.6,\quad 8^3(0.1125)=57.6 .$$

They replace $p^3,p^2,p,1$ in (11)–(13). In hartree $a_0^9$,

$$\begin{aligned}
\text{tangential: }&\frac{407(57.6)-63(110.6)+45(217.7)-125(437.4)}{64}=-444,\\
\text{radial: }&\frac{343(437.4)-63(217.7)+45(110.6)-61(57.6)}{64}=2153,\\
\text{normal: }&437.4+\tfrac{25}8(57.6)=617 .
\end{aligned}$$

Division by $R^9=10^9a_0^9$ gives $-0.444$, $2.153$ and $0.617$ microhartree, or $-12.1$, $58.6$ and $16.8$ microelectronvolts. Quadrature of $\bar\alpha^3$ gives $C_9=392.4$ hartree $a_0^9$, so the orientation average is $(11/8)C_9/R^9=0.540$ microhartree. Root finding on (10) puts the zero at $\chi=62.4^\circ$ from radial. A numerical minimization over all six orientation angles, from 16 random starts in each direction, found nothing below the tangential value or above the radial one. This supports, but does not prove, that they are the extremes for this rod.

Diagonalizing the nine coupled oscillators and subtracting the pair energies gives the nonadditive energy to all orders in the dipole coupling of this model:

| Axes | $E_3$ | Full nonadditive | Sum of pairs |
|---|---:|---:|---:|
| radial | 2.153 | 2.067 | −195.5 |
| tangential | −0.444 | −0.471 | −144.2 |
| normal | 0.617 | 0.602 | −120.6 |

All entries are in microhartree. The higher orders lower each energy, by 4%, 6% and 2% of $|E_3|$ respectively, and leave the signs unchanged. In this oscillator model the fourth-order three-body term cannot be positive. Its walks go from one molecule to a second, back, to the third and back; each gives the trace of a product of two positive semidefinite matrices, and the prefactor from (3) is negative. It scales as $R^{-12}$, so its weight relative to $E_3$ grows as the molecules approach.

The pair energies remain far larger. Of these three arrangements they favour the radial one, where $E_3$ is most repulsive, so a negative $E_3$ does not by itself select an orientation. In real molecules, permanent multipoles can also compete, and at short distance overlap invalidates the point-dipole tensor (1). The finite length of a rod matters already at $R=10\,a_0$. Two coupled isotropic oscillators $2.79\,a_0$ apart, each with static polarizability $4.91\,a_0^3$ and energy $0.542$ hartree, have the same $\alpha_\parallel(i\xi)$ and $\alpha_\perp(i\xi)$ as the model rod. Three such dumbbells give full nonadditive energies of $3.76$, $-0.54$ and $0.47$ microhartree for radial, tangential and normal axes, against $2.07$, $-0.47$ and $0.60$ for point molecules. The signs survive, but the magnitudes above are those of the point-dipole model; the radial shift is still 15% at $R=20\,a_0$. At large distance retardation invalidates (4).

Numerical values quoted here were computed with a short program.
